# Counting the Levels of an Electron Configuration from Its Determinants

## Second derivation: counting through the terms, and a comparison

The symbols are those of the first half. $V$ is the space spanned by the determinants of one configuration with $N$ electrons, and $M_0$ is 0 for even $N$ and $\tfrac12$ for odd $N$. $D(M_L,M_S)$ is the number of determinants with the given orbital and spin projections. For $d^w$ it follows from the numbers $A_k(M)$ of ways to choose $k$ different $d$ orbitals with $m_l$ adding up to $M$:

$$D(M_L,M_S)=\sum_mA_k(m)A_{w-k}(M_L-m),\qquad k=M_S+\tfrac w2 .$$

For $M=-3,\dots,3$, $A_2=A_3$ has the values $1,1,2,2,2,1,1$. $A_1=A_4$ is 1 for $|M|\le2$, and $A_0=A_5$ is 1 for $M=0$; all other values are zero. Two results are taken over. A finite space closed under an angular momentum splits into complete multiplets, and the number of multiplets with angular momentum $J$ equals the number of independent top states, which have $M=J$ and are annihilated by $J_+$.

The second derivation does not count the states with $M_J=M_0$ level by level. It first divides $V$ into terms, then finds the levels of each term by solving for their top states, and compares the two numbers term by term.

**Dividing the space into terms.** The operators $\mathbf L=\sum_i\mathbf l_i$ and $\mathbf S=\sum_i\mathbf s_i$ each change only $m_l$ or only $m_s$ within a subshell. Therefore $V$ is closed under both, and they commute with each other.

Split $V$ into multiplets of $\mathbf S$, and let $W_S$ be the space of spin top states with spin $S$, for which $M_S=S$ and $S_+\psi=0$. Since $\mathbf L$ commutes with $S_z$ and $S_+$, it maps $W_S$ into itself. Hence $W_S$ splits into multiplets of $\mathbf L$, each with $2L+1$ states. Lowering each of these states with $S_-$ gives $2S+1$ states. The result is a term: a set of $(2L+1)(2S+1)$ states $|M_L,M_S\rangle$, one for each pair of projections. Every spin multiplet is reached from its top state, so the terms together fill $V$.

A term is written $^{2S+1}L$, with the letters S, P, D, F, G, H, I for $L=0,\dots,6$. The states with given $L$ and $S$ form a fixed subspace of $V$. If it contains several terms, the way it is divided among them is a matter of choice. None of this requires the Hamiltonian to commute with $\mathbf L$ or $\mathbf S$.

**The levels of one term.** A state with $M_J=M$ in the term has the form

$$\psi=\sum_m c_m\,|m,M-m\rangle .$$

It is a top state if $J_+\psi=(L_++S_+)\psi=0$. The raising factors are

$$a_L(m)=\sqrt{L(L+1)-m(m+1)}=\sqrt{(L-m)(L+m+1)},$$

and the same with $S$ in place of $L$. Within the allowed range, $a_L(m)$ vanishes only at $m=L$. The state $|m',M+1-m'\rangle$ is reached from $|m'-1,M+1-m'\rangle$ by $L_+$ and from $|m',M-m'\rangle$ by $S_+$. Its coefficient in $J_+\psi$ must vanish:

$$c_{m'-1}\,a_L(m'-1)+c_{m'}\,a_S(M-m')=0 .$$

A coefficient $c$ whose state does not exist is set to zero. The possible values of $M$ fall into two groups.

*Case $M<|L-S|$.* Suppose first that $M<S-L$. Since $M$ and $S-L$ differ by an integer, $M+L\le S-1$. For $m'=-L$ the first term of the condition is absent, and the factor $a_S(M+L)$ is not zero because $M+L<S$. Hence $c_{-L}=0$. For the next value of $m'$ the first term now vanishes, and $a_S(M-m')$ is again not zero, since $M-m'\le M+L<S$. Hence $c_{m'}=0$ as well, and so on through all coefficients. There is no top state. If instead $M<L-S$, the same argument applies with the roles of $\mathbf L$ and $\mathbf S$ exchanged.

*Case $|L-S|\le M\le L+S$.* The condition $|M-m|\le S$ requires $M-S\le m\le M+S$. Because $M\ge S-L$, the lower limit $M-S$ is not below $-L$. Because $M\ge L-S$, the upper limit $M+S$ is not below $L$. The allowed values are therefore $m=M-S,\dots,L$, and there are $L+S-M+1$ unknown coefficients. The conditions have $m'=M-S+1,\dots,L$, so there are $L+S-M$ of them. In each one, both factors are nonzero, because $m'-1<L$ and $M-m'<S$. Each condition fixes one coefficient by its neighbour, and one common factor remains free. There is one top state.

For $M>L+S$ the term has no states. A term therefore contains one level for each

$$J=|L-S|,\,|L-S|+1,\dots,L+S ,$$

and the number of its levels is

$$L+S-|L-S|+1=2\min(L,S)+1=\min(2L+1,\,2S+1).$$

As an example, take $L=1$, $S=\tfrac12$ and $M=\tfrac12$. The one condition is $\sqrt2\,c_0+c_1=0$, so the top state of the level $J=\tfrac12$ is proportional to $|0,\tfrac12\rangle-\sqrt2\,|1,-\tfrac12\rangle$. The level belongs to a combination of both product states and not to either of them.

**The central states of one term.** The number of pairs in the same term with $M_L+M_S=M_0$ is the number of values $M_L$ for which

$$\max(-L,M_0-S)\le M_L\le\min(L,M_0+S).$$

- For even $N$, $M_0=0$ and $S$ is an integer. The limits are $\pm\min(L,S)$, which gives $2\min(L,S)+1$ values.
- For odd $N$, $M_0=\tfrac12$ and $S$ is a half-integer, so $L$ and $S$ differ by at least $\tfrac12$. If $L\le S-\tfrac12$, the range is $-L,\dots,L$, with $2L+1$ values. If $L\ge S+\tfrac12$, it is $\tfrac12-S,\dots,\tfrac12+S$, with $2S+1$ values.

In every case the number of pairs is $\min(2L+1,2S+1)$, the number of levels of the term. Now sum over all terms. The levels add up to the levels of the configuration. The pairs add up to the dimension of the subspace of $V$ with $M_J=M_0$, which is the number of determinants with $M_J=M_0$. The theorem is proved a second time.

**Finding the terms of $d^w$.** A term contributes one state to the projections $(M_L,M_S)$ if $L\ge|M_L|$ and $S\ge|M_S|$. The difference

$$R_S(M)=D(M,S)-D(M,S+1)$$

therefore counts the terms with spin $S$ and $L\ge|M|$. The number of terms with given $L$ and $S$ is $R_S(L)-R_S(L+1)$.

**Terms of $d^3$.** For $M_S=\tfrac32$, $D$ equals $A_3$. For $M_S=\tfrac12$, it is the sum of five neighbouring values of $A_2$ centred on $M_L$.

| $M_L$ | 0 | 1 | 2 | 3 | 4 | 5 |
|---|---|---|---|---|---|---|
| $D(M_L,\tfrac32)$ | 2 | 2 | 1 | 1 | 0 | 0 |
| $D(M_L,\tfrac12)$ | 8 | 8 | 6 | 4 | 2 | 1 |
| $R_{1/2}$ | 6 | 6 | 5 | 3 | 2 | 1 |

The first row steps up by one at $M_L=3$ and at $M_L=1$ when read from the right, so the quartets are $^4$F and $^4$P. The last row gives the doublets $^2$H, $^2$G, $^2$F, two $^2$D and $^2$P. The quartets have $\min(7,4)=4$ and $\min(3,4)=3$ levels, and each of the six doublets has 2:

$$4+3+6\times2=19 .$$

**Terms of $d^4$.** For $M_S=2$, $D$ equals $A_4$. For $M_S=1$ it is the row 8, 8, 6, 4, 2, 1 found above, since $A_3=A_2$. For $M_S=0$ it is $\sum_mA_2(m)A_2(M_L-m)$.

| $M_L$ | 0 | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|---|
| $D(M_L,2)$ | 1 | 1 | 1 | 0 | 0 | 0 | 0 |
| $D(M_L,1)$ | 8 | 8 | 6 | 4 | 2 | 1 | 0 |
| $D(M_L,0)$ | 16 | 14 | 12 | 8 | 5 | 2 | 1 |
| $R_1$ | 7 | 7 | 5 | 4 | 2 | 1 | 0 |
| $R_0$ | 8 | 6 | 6 | 4 | 3 | 1 | 1 |

There is one quintet, $^5$D. The triplets are $^3$H, $^3$G, two $^3$F, $^3$D and two $^3$P. The singlets are $^1$I, two $^1$G, $^1$F, two $^1$D and two $^1$S. The quintet has $\min(5,5)=5$ levels, each of the seven triplets has 3, and each of the eight singlets has 1:

$$5+7\times3+8\times1=34 .$$

The levels with $J=0$ come from $^5$D, the two $^3$P and the two $^1$S. That makes five, in agreement with the numerical output.

**Terms of $d^5$.** For $M_S=\tfrac52$ there is one determinant, with $M_L=0$. For $M_S=\tfrac32$, $A_4$ and $A_1$ combine to $5-|M_L|$. For $M_S=\tfrac12$ the row is the one found for $d^4$ with $M_S=0$, since $A_3=A_2$.

| $M_L$ | 0 | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|---|
| $D(M_L,\tfrac32)$ | 5 | 4 | 3 | 2 | 1 | 0 | 0 |
| $D(M_L,\tfrac12)$ | 16 | 14 | 12 | 8 | 5 | 2 | 1 |
| $R_{3/2}$ | 4 | 4 | 3 | 2 | 1 | 0 | 0 |
| $R_{1/2}$ | 11 | 10 | 9 | 6 | 4 | 2 | 1 |

The terms are $^6$S; the quartets $^4$G, $^4$F, $^4$D and $^4$P; and the doublets $^2$I, $^2$H, two $^2$G, two $^2$F, three $^2$D, $^2$P and $^2$S. The sextet has 1 level. Three quartets have 4 levels and $^4$P has 3. Ten doublets have 2 levels and $^2$S has 1:

$$1+(3\times4+3)+(10\times2+1)=37 .$$

**A model $d$ shell.** The relation between levels and energies can be seen in a model with the Hamiltonian

$$H=\sum_{i<j}\frac1{r_{ij}}+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i ,$$

restricted to one configuration $d^w$. The repulsion is written in atomic units; all energies below are quoted in eV. The repulsion then depends on three radial integrals $F^0$, $F^2$ and $F^4$. $F^0$ adds the same energy for every pair of electrons, shifts the whole configuration, and is set to zero. The other parameters are chosen as $F^2=10$ eV, $F^4=6.5$ eV and $\zeta=0.1$ eV. They do not describe a particular atom.

Diagonalization gives 19, 34 and 37 distinct energies for $d^3$, $d^4$ and $d^5$. For $d^3$ the numbers of levels with $J=\tfrac12,\tfrac32,\dots,\tfrac{11}2$ are 2, 5, 5, 3, 3 and 1. With $2J+1$ states in each level they account for all determinants:

$$2\times2+5\times4+5\times6+3\times8+3\times10+1\times12=120 .$$

The four lowest levels of $d^3$ lie at 0, 0.091, 0.210 and 0.352 eV and have $J=\tfrac32,\tfrac52,\tfrac72,\tfrac92$. These are the values that the rule for $J$ gives for $^4$F. The closest pair of levels has $J=\tfrac52$ at 2.2121 eV and $J=\tfrac72$ at 2.2083 eV, a spacing of about 0.004 eV.

With $\zeta=0$, $H$ commutes with $\mathbf L$ and $\mathbf S$ separately. It therefore maps the states with $M_L=L$, $M_S=S$ that are annihilated by $L_+$ and $S_+$ into themselves, and these states can be chosen as eigenstates of $H$. For a term that occurs more than once, such as the two $^2$D of $d^3$, this choice fixes the division into terms. Since $H$ also commutes with $L_-$ and $S_-$, all states of a term chosen in this way, and hence all its levels, have the same energy. One would expect eight energies for the eight terms of $d^3$, but the calculation finds seven, because $^2$P and $^2$H coincide. The number of levels is still 19, since it is a property of the space $V$ and not of $H$. This is why a level has to be defined as a multiplet: counting distinct energies gives the same number only when different multiplets do not coincide.

The theorem equates two numbers and does not assign a determinant to each level. In $d^3$, none of the 19 determinants with $M_J=\tfrac12$ is found to have a definite $J$.

**What each derivation assumes.** Both derivations need a finite space with a basis of determinants that are eigenstates of $J_z$. Neither assumes anything about the strength of the spin-orbit coupling. Both treat one configuration at a time. If several configurations mix, their spaces are added, and so are their numbers of levels, but an individual level can then combine states from several configurations.

They differ in the closure they require. The first derivation needs a space closed under $\mathbf J$. The second needs it to be closed under $\mathbf L$ and $\mathbf S$ separately, which is a stronger condition. The difference appears when the $d$ subshell is divided into spin orbitals with $j=\tfrac52$ and $j=\tfrac32$, and two electrons are placed in the first group. The spin orbital with $j=m_j=\tfrac52$ is $|2,+\tfrac12\rangle$. The spin operator $s_-$ turns it into $|2,-\tfrac12\rangle$. The state with $j=\tfrac52$ and $m_j=\tfrac32$, however, is proportional to

$$j_-|2,+\tfrac12\rangle=2\,|1,+\tfrac12\rangle+|2,-\tfrac12\rangle .$$

Thus $s_-$ leads partly into the group $j=\tfrac32$. The space is not closed under $\mathbf S$, it has no division into terms, and the second derivation does not apply.

The first one still does. The determinants with $M_J=0$ occupy the pairs $m_j=\pm\tfrac52$, $\pm\tfrac32$ or $\pm\tfrac12$, so there are three levels. For $M=0,1,2,3,4$ the numbers of determinants are 3, 2, 2, 1 and 1, and their differences give $J=0$, 2 and 4.

In return for its stronger assumption, the second derivation gives more detail. It names the terms, shows which values of $J$ each one contains, and explains the size of the total: a term contributes $2S+1$ levels when $L\ge S$, and $2L+1$ when $L<S$. The first derivation gives the total and the number of levels for each $J$, but cannot tell which term a level comes from.

## Calculated quantities

```
Configuration: determinants, levels (from J^2)
  s p: 12, 4
  p^2: 15, 5
  p^3: 20, 5
  p p' (two shells): 36, 10
  p d: 60, 12
  d^2 s p: 540, 90
  f^3: 364, 41
  d^10: 1, 1
Same-spin d electrons: subsets with M_L = -3,...,3
  k=0: 0 0 0 1 0 0 0
  k=1: 0 1 1 1 1 1 0
  k=2: 1 1 2 2 2 1 1
  k=3: 1 1 2 2 2 1 1
  k=4: 0 1 1 1 1 1 0
  k=5: 0 0 0 1 0 0 0
Model: F2 = 10.0 eV, F4 = 6.5 eV, zeta = 0.1 eV
d^3: 120 determinants
  with M_J = 0.5: 19
  parts, M_S falling: 2 8 8 1
  distinct energies: 19
  levels by J: 0.5:2, 1.5:5, 2.5:5, 3.5:3, 4.5:3, 5.5:1
  smallest level spacing: 3.78e-03 eV
  energies above lowest level, eV:
    J=1/2: 2.0674 2.8882
    J=3/2: 0.0000 2.0864 2.8659 3.2672 7.6535
    J=5/2: 0.0910 2.2121 3.2590 4.9174 7.5992
    J=7/2: 0.2103 2.2083 4.8705
    J=9/2: 0.3518 2.3097 2.9219
    J=11/2: 2.9855
  M_J=1/2 determinants with definite J: 0
  zeta=0: 8 LS terms, 7 distinct energies
  doublets sharing an energy have L = 1 5
d^4: 210 determinants
  with M_J = 0.0: 34
  parts, M_S falling: 1 8 16 8 1
  distinct energies: 34
  levels by J: 0:5, 1:4, 2:8, 3:6, 4:7, 5:2, 6:2
  smallest level spacing: 5.89e-03 eV
d^5: 252 determinants
  with M_J = 0.5: 37
  parts, M_S falling: 0 4 16 14 3 0
  distinct energies: 37
  levels by J: 0.5:4, 1.5:7, 2.5:10, 3.5:7, 4.5:5, 5.5:3, 6.5:1
  smallest level spacing: 2.73e-03 eV
```
